# Why Substrate Preheating Lowers the Laser Melt Threshold but Slows Resolidification: verification in Python

```python
# RESULT UNDER TEST
# A thick crystal at temperature T0 absorbs a constant flux for a time PULSE.
# Threshold fluence:  Fth = e*(Tm-T0)*sqrt(pi*PULSE)/2,  e = sqrt(k*rho*c).
# With r = Fth/F (F = absorbed fluence) and s = time/PULSE, a shallow melt has
#   heat taken by the solid / F = (2/pi)*(s*asin(r/sqrt(s)) + r*sqrt(s-r^2)),
#   flux into the solid at pulse end = (Fth/PULSE)*(2/pi)*asin(r)/r.
# At equal melt depth, preheating lowers the threshold in proportion to Tm-T0
# and lowers the regrowth speed by more than that factor.
# The formulas are compared with an implicit solution of the heat equation.
# All quantities are in SI units inside the program.
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough typical values for crystalline germanium
MELT_T = 1211.0          # melting temperature, K
RHO_C = 2.0e6            # heat capacity per volume, J/(m3 K)
LATENT = 2.7e9           # latent heat per volume, J/m3
K_SOLID = 25.0           # constant mean conductivity, W/(m K)
K_SLOPE = 18000.0        # alternative conductivity law k = K_SLOPE/T, W/m
K_LIQUID = 45.0          # conductivity of the melt, W/(m K)
PULSE = 100e-9           # pulse length, s
DEPTH = 50e-9            # wanted melt depth, m
COLD, HOT = 300.0, 700.0  # starting temperatures, K
LIQUID_SHARE = 0.6       # absorptivity of melt / absorptivity of solid
UNDERCOOL = 10.0         # interface undercooling per speed, K/(m/s)
ABSORB_LENGTH = 10e-9    # optical absorption length, m
WAFER = 500e-6           # wafer thickness, m
K_AMORPHOUS = 1.0        # conductivity of an amorphous layer, W/(m K)

EFFUSIVITY = np.sqrt(K_SOLID * RHO_C)
DIFFUSIVITY = K_SOLID / RHO_C


def threshold(T0):
    return EFFUSIVITY * (MELT_T - T0) * np.sqrt(np.pi * PULSE) / 2


def solid_share(r, s):
    """Heat taken by the solid up to time s*PULSE, divided by the fluence."""
    return 2 / np.pi * (s * np.arcsin(r / np.sqrt(s)) + r * np.sqrt(s - r * r))


def freeze_end(r):
    """Time, in pulse lengths, at which the solid has taken all the heat."""
    return brentq(lambda s: solid_share(r, s) - 1, 1.0, 10 / r**2)


def closed_form(T0, depth):
    fth = threshold(T0)
    r = brentq(lambda x: (1 - solid_share(x, 1.0)) / x - LATENT * depth / fth,
               1e-4, 1.0)
    flux_out = fth / PULSE * 2 / np.pi * np.arcsin(r) / r
    return {"r": r, "fluence": fth / r, "start": r * r * PULSE,
            "flux_out": flux_out, "speed": flux_out / LATENT,
            "regrow": (freeze_end(r) - 1) * PULSE}


# ---- Independent road: heat equation in a frame tied to the melt front ----
STRETCH, NODES, REACH = 6.0, 160, 30e-6
y = REACH * np.sinh(STRETCH * np.linspace(0, 1, NODES)) / np.sinh(STRETCH)
gap = np.diff(y)
volume = np.zeros(NODES)
volume[:-1] += gap / 2
volume[1:] += gap / 2
span = y[2:] - y[:-2]
DT = PULSE / 800


def k_constant(T):
    return np.full(T.size, K_SOLID)


def k_falling(T):
    return K_SLOPE / T


def heat_step(T, dt, k_of_T, flux, held, front_speed):
    """One implicit step; returns new temperatures and flux into the solid."""
    link = k_of_T(0.5 * (T[1:] + T[:-1])) / gap
    store = RHO_C * volume / dt
    band = np.zeros((3, NODES))
    band[0, 1:] = -link
    band[2, :-1] = -link
    band[1] = store
    band[1, :-1] += link
    band[1, 1:] += link
    rhs = store * T
    rhs[1:-1] += RHO_C * volume[1:-1] * front_speed * (T[2:] - T[:-2]) / span
    if held:
        band[1, 0], band[0, 1], rhs[0] = 1.0, 0.0, MELT_T
    else:
        rhs[0] += flux
    new = solve_banded((1, 1), band, rhs, check_finite=False)
    return new, link[0] * (new[0] - new[1])


def laser_run(T0, flux, k_of_T=k_constant, latent=LATENT, melting=True,
              regrow=True, share=1.0):
    """Heat, melt and refreeze; the melt is held at the melting point."""
    T = np.full(NODES, T0)
    t = depth = speed = q = 0.0
    molten, start = False, np.nan
    while t < PULSE * (1 - 1e-9):
        dt = min(DT, PULSE - t)
        new, q = heat_step(T, dt, k_of_T, flux, molten, speed)
        if molten:
            fresh = max(0.0, depth + (share * flux - q) * dt / latent)
            speed, depth = (fresh - depth) / dt, fresh
        elif melting and new[0] >= MELT_T:
            dt *= (MELT_T - T[0]) / (new[0] - T[0])
            new, q = heat_step(T, dt, k_of_T, flux, False, 0.0)
            new[0], molten, start = MELT_T, True, t + dt
        T = new
        t += dt
    out = {"depth": depth, "start": start, "flux_out": q, "surface": T[0],
           "fluence": flux * PULSE, "speed": q / latent}
    if regrow:
        speed = -q / latent
        while depth > 0:
            T, q = heat_step(T, DT, k_of_T, 0.0, True, speed)
            frozen = q * DT / latent
            t += DT * min(1.0, depth / frozen)
            depth -= frozen
            speed = -q / latent
        out["regrow"] = t - PULSE
    return out


def run_to_depth(T0, depth, k_of_T=k_constant, share=1.0):
    """Find the flux that gives the wanted depth, then do the full run."""
    scale = threshold(T0) / PULSE
    factor = brentq(lambda f: (laser_run(T0, f * scale, k_of_T, regrow=False,
                                         share=share)["depth"] - depth) / depth,
                    0.6, 3.5, xtol=1e-5)
    return laser_run(T0, factor * scale, k_of_T, share=share)


def threshold_numeric(T0, k_of_T):
    scale = threshold(T0) / PULSE
    factor = brentq(lambda f: laser_run(T0, f * scale, k_of_T, melting=False,
                                        regrow=False)["surface"] - MELT_T,
                    0.5, 2.0, xtol=1e-5)
    return factor * scale * PULSE


# ---- Test: threshold formula against the heat equation ----
fth_numeric = {T0: threshold_numeric(T0, k_constant) for T0 in (COLD, HOT)}
for T0 in (COLD, HOT):
    assert abs(fth_numeric[T0] / threshold(T0) - 1) < 0.005

# ---- Test: fixed-plane limit, reached with a very large latent heat ----
# The molten energy is a small difference of large ones, hence 2 percent.
for r in (0.8, 0.5):
    fluence = threshold(COLD) / r
    run = laser_run(COLD, fluence / PULSE, latent=1000 * LATENT)
    molten_energy = 1000 * LATENT * run["depth"]
    assert abs(run["start"] / (r * r * PULSE) - 1) < 0.01
    assert abs(molten_energy / (fluence * (1 - solid_share(r, 1.0))) - 1) < 0.02
    expected = 2 * fluence / (np.pi * PULSE) * np.arcsin(r)
    assert abs(run["flux_out"] / expected - 1) < 0.01
    assert abs(run["regrow"] / ((freeze_end(r) - 1) * PULSE) - 1) < 0.02

# ---- Test: the inequalities over a range of temperatures and depths ----
for depth in (10e-9, 50e-9, 100e-9):
    base = closed_form(COLD, depth)
    for T0 in (400.0, 700.0, 900.0, 1100.0):
        warm = closed_form(T0, depth)
        ratio = (MELT_T - T0) / (MELT_T - COLD)
        assert ratio < warm["fluence"] / base["fluence"] < 1
        assert warm["speed"] / base["speed"] < ratio
        assert warm["regrow"] / base["regrow"] > 1 / ratio
        assert 2 / np.pi < warm["flux_out"] * PULSE / threshold(T0) < 1

# ---- Test: germanium with a moving front ----
# The closed form ignores front motion; its error is of the order of
# depth / (diffusion length during melting), about a tenth here.
formula = {T0: closed_form(T0, DEPTH) for T0 in (COLD, HOT)}
front = {T0: run_to_depth(T0, DEPTH) for T0 in (COLD, HOT)}
for T0 in (COLD, HOT):
    assert abs(front[T0]["fluence"] / formula[T0]["fluence"] - 1) < 0.05
    assert abs(front[T0]["speed"] / formula[T0]["speed"] - 1) < 0.20
    assert abs(front[T0]["regrow"] / formula[T0]["regrow"] - 1) < 0.20
shallow = run_to_depth(COLD, DEPTH / 4)
error_deep = abs(front[COLD]["speed"] / formula[COLD]["speed"] - 1)
error_shallow = abs(shallow["speed"] / closed_form(COLD, DEPTH / 4)["speed"] - 1)
assert error_shallow < 0.75 * error_deep

delta_ratio = (MELT_T - HOT) / (MELT_T - COLD)


def hot_over_cold(runs, key):
    return runs[HOT][key] / runs[COLD][key]


assert hot_over_cold(front, "speed") < delta_ratio
assert hot_over_cold(front, "regrow") > 1 / delta_ratio

# ---- Neglected effects that need their own runs ----
falling = {T0: run_to_depth(T0, DEPTH, k_falling) for T0 in (COLD, HOT)}
fth_falling = {T0: threshold_numeric(T0, k_falling) for T0 in (COLD, HOT)}
mirror = {T0: run_to_depth(T0, DEPTH, share=LIQUID_SHARE) for T0 in (COLD, HOT)}
assert fth_falling[HOT] / fth_falling[COLD] < delta_ratio
assert hot_over_cold(falling, "speed") < delta_ratio
assert hot_over_cold(mirror, "speed") < delta_ratio
same_fluence = laser_run(HOT, front[COLD]["fluence"] / PULSE)
assert same_fluence["depth"] > DEPTH

# ---- Output ----
J = 1e-4    # J/m2 to J/cm2
MW = 1e-10  # W/m2 to MW/cm2
print(f"Input: Tm {MELT_T:.0f} K, pulse {PULSE*1e9:.0f} ns, depth {DEPTH*1e9:.0f} nm")
print(f"Input: k {K_SOLID:.0f} W/(m K), rho*c {RHO_C*1e-6:.1f} J/(cm3 K)")
print(f"Input: latent heat {LATENT*1e-6:.0f} J/cm3")
print(f"Diffusivity {DIFFUSIVITY*1e4:.3f} cm2/s")
print(f"Diffusion length sqrt(D*pulse) {np.sqrt(DIFFUSIVITY*PULSE)*1e9:.0f} nm")
print(f"Latent heat of the melt layer {LATENT*DEPTH*J:.4f} J/cm2")
for T0 in (COLD, HOT):
    f, m = formula[T0], front[T0]
    print(f"--- start at {T0:.0f} K, Tm-T0 = {MELT_T-T0:.0f} K")
    print(f"threshold: formula {threshold(T0)*J:.4f}, "
          f"numeric {fth_numeric[T0]*J:.4f} J/cm2")
    print(f"r = Fth/F (formula) {f['r']:.3f}")
    print(f"fluence: formula {f['fluence']*J:.4f}, "
          f"moving front {m['fluence']*J:.4f} J/cm2")
    print(f"melt onset: formula {f['start']*1e9:.1f}, "
          f"moving front {m['start']*1e9:.1f} ns")
    print(f"Fth/pulse {threshold(T0)/PULSE*MW:.3f} MW/cm2")
    print(f"flux out at pulse end: formula {f['flux_out']*MW:.3f}, "
          f"moving front {m['flux_out']*MW:.3f} MW/cm2")
    print(f"gradient in solid (formula) {f['flux_out']/K_SOLID*1e-9:.3f} K/nm")
    print(f"speed at pulse end: formula {f['speed']:.2f}, "
          f"moving front {m['speed']:.2f} m/s")
    print(f"regrowth time: formula {f['regrow']*1e9:.1f}, "
          f"moving front {m['regrow']*1e9:.1f} ns")
print("--- ratios, hot start / cold start")
print(f"Tm-T0, and so the threshold: {delta_ratio:.3f}; inverse {1/delta_ratio:.3f}")
for key, label in (("fluence", "fluence"), ("speed", "speed at pulse end"),
                   ("regrow", "regrowth time")):
    print(f"{label}: formula {hot_over_cold(formula, key):.3f}, "
          f"moving front {hot_over_cold(front, key):.3f}")
print("--- equal fluence: hot start given the cold start's fluence")
print(f"depth {same_fluence['depth']*1e9:.0f} nm, speed {same_fluence['speed']:.2f} m/s, "
      f"regrowth {same_fluence['regrow']*1e9:.0f} ns")
print("--- neglected effects (rough inputs)")
print(f"speed error from front motion: {100*error_deep:.1f} % at {DEPTH*1e9:.1f} nm, "
      f"{100*error_shallow:.1f} % at {DEPTH/4*1e9:.1f} nm")
print(f"k = {K_SLOPE:.0f}/T W/(m K), T in K: threshold ratio "
      f"{fth_falling[HOT]/fth_falling[COLD]:.3f}, speed ratio "
      f"{hot_over_cold(falling, 'speed'):.3f}")
print(f"k = {K_SLOPE:.0f}/T: speeds {falling[COLD]['speed']:.2f} (cold), "
      f"{falling[HOT]['speed']:.2f} (hot) m/s")
print(f"melt absorbs {LIQUID_SHARE:.1f} of solid's share: pulse energy x "
      f"{mirror[COLD]['fluence']/front[COLD]['fluence']:.2f} (cold), "
      f"{mirror[HOT]['fluence']/front[HOT]['fluence']:.2f} (hot)")
print(f"same case: speed ratio {hot_over_cold(mirror, 'speed'):.3f}")
superheat = front[COLD]["fluence"] / PULSE * DEPTH / K_LIQUID
print(f"liquid superheat, cold start: at most {superheat:.0f} K "
      f"(k liquid {K_LIQUID:.0f} W/(m K))")
print(f"its heat / latent heat: {100*RHO_C*superheat/2/LATENT:.1f} %")
for T0 in (COLD, HOT):
    under = UNDERCOOL * front[T0]["speed"]
    print(f"undercooling at {UNDERCOOL:.0f} K per m/s, {T0:.0f} K start: "
          f"{under:.0f} K, {100*under/(MELT_T-T0):.1f} % of Tm-T0")
print(f"absorption length {ABSORB_LENGTH*1e9:.0f} nm / diffusion length: "
      f"{ABSORB_LENGTH/np.sqrt(DIFFUSIVITY*PULSE):.4f}")
lifetime = PULSE + front[HOT]["regrow"] - front[HOT]["start"]
print(f"black-body loss over hot-start melt life / latent heat: "
      f"{Stefan_Boltzmann*MELT_T**4*lifetime/(LATENT*DEPTH):.1e}")
print(f"mean warming of a {WAFER*1e6:.0f} um wafer per pulse: "
      f"{front[COLD]['fluence']/(RHO_C*WAFER):.1f} K")
print(f"drop over {DEPTH*1e9:.0f} nm amorphous layer, k {K_AMORPHOUS:.0f} W/(m K): "
      f"{front[COLD]['fluence']/PULSE*DEPTH/K_AMORPHOUS:.0f} K (model fails)")
print("no test failed")
```

It prints:

```
Input: Tm 1211 K, pulse 100 ns, depth 50 nm
Input: k 25 W/(m K), rho*c 2.0 J/(cm3 K)
Input: latent heat 2700 J/cm3
Diffusivity 0.125 cm2/s
Diffusion length sqrt(D*pulse) 1118 nm
Latent heat of the melt layer 0.0135 J/cm2
--- start at 300 K, Tm-T0 = 911 K
threshold: formula 0.1805, numeric 0.1806 J/cm2
r = Fth/F (formula) 0.856
fluence: formula 0.2108, moving front 0.2146 J/cm2
melt onset: formula 73.3, moving front 70.8 ns
Fth/pulse 1.805 MW/cm2
flux out at pulse end: formula 1.380, moving front 1.506 MW/cm2
gradient in solid (formula) 0.552 K/nm
speed at pulse end: formula 5.11, moving front 5.58 m/s
regrowth time: formula 10.2, moving front 10.7 ns
--- start at 700 K, Tm-T0 = 511 K
threshold: formula 0.1013, numeric 0.1013 J/cm2
r = Fth/F (formula) 0.797
fluence: formula 0.1270, moving front 0.1291 J/cm2
melt onset: formula 63.5, moving front 61.6 ns
Fth/pulse 1.013 MW/cm2
flux out at pulse end: formula 0.746, moving front 0.806 MW/cm2
gradient in solid (formula) 0.298 K/nm
speed at pulse end: formula 2.76, moving front 2.99 m/s
regrowth time: formula 19.3, moving front 19.9 ns
--- ratios, hot start / cold start
Tm-T0, and so the threshold: 0.561; inverse 1.783
fluence: formula 0.602, moving front 0.602
speed at pulse end: formula 0.541, moving front 0.535
regrowth time: formula 1.894, moving front 1.859
--- equal fluence: hot start given the cold start's fluence
depth 289 nm, speed 3.34 m/s, regrowth 161 ns
--- neglected effects (rough inputs)
speed error from front motion: 9.2 % at 50.0 nm, 3.4 % at 12.5 nm
k = 18000/T W/(m K), T in K: threshold ratio 0.497, speed ratio 0.475
k = 18000/T: speeds 5.34 (cold), 2.53 (hot) m/s
melt absorbs 0.6 of solid's share: pulse energy x 1.41 (cold), 1.45 (hot)
same case: speed ratio 0.548
liquid superheat, cold start: at most 24 K (k liquid 45 W/(m K))
its heat / latent heat: 0.9 %
undercooling at 10 K per m/s, 300 K start: 56 K, 6.1 % of Tm-T0
undercooling at 10 K per m/s, 700 K start: 30 K, 5.8 % of Tm-T0
absorption length 10 nm / diffusion length: 0.0089
black-body loss over hot-start melt life / latent heat: 5.3e-05
mean warming of a 500 um wafer per pulse: 2.1 K
drop over 50 nm amorphous layer, k 1 W/(m K): 1073 K (model fails)
no test failed
```
